# Flux control of heat through a symmetric SQUID

An aluminium SQUID with leads held at 0.7 K and 0.3 K carries a calculated heat current of 6.03 pW at zero magnetic flux and 21.13 pW at half a flux quantum. With both leads normal and the same junction resistances, it would carry 19.54 pW. Flux thus changes the heat current by a factor of 3.5, and at half flux the superconducting device conducts more heat than the normal one. These figures assume a transition temperature of 1.2 K; the excess over the normal value disappears above about 1.36 K, a range that thin aluminium films often reach.

## Result and conditions

Two identical tunnel junctions connect a hot lead $h$ to a cold lead $c$. Their gaps are $\Delta_h,\Delta_c>0$. The symbols $T_h>T_c$ denote temperatures multiplied by Boltzmann's constant, so they are energies. Each junction has normal resistance $R$. With $x=\Phi/\Phi_0$ and $\Phi_0=h/2e$, the heat current from hot to cold is

$$Q=Q_{\rm qp}-Q_{\rm int}|\cos\pi x| .$$

This holds to lowest order in tunnelling between BCS leads with unequal gaps, s-wave pairing and particle-hole symmetry. The voltage and the external bias current are zero. Loop inductance and phase fluctuations are negligible, the phase motion is damped, and the lead temperatures are fixed. The junctions are far enough apart for their quasiparticle transfer rates to add.

## Heat current of one junction

Let $\xi$ be a normal-state energy measured from the chemical potential, and $E=\sqrt{\xi^2+\Delta^2}$. Unprimed quantities belong to $h$, primed ones to $c$. The quasiparticle operators $\gamma$ in $h$ are defined by

$$c_{k\uparrow}=u\gamma_0+v\gamma_1^\dagger,\qquad c_{-k\downarrow}=u\gamma_1-v\gamma_0^\dagger,$$

$$u^2=\tfrac12(1+\xi/E),\quad v^2=\tfrac12(1-\xi/E),\quad uv=\Delta/2E .$$

The same relations define operators $\beta$ for the electrons $d$ of lead $c$. With a real tunnelling amplitude $t$ and phase difference $\varphi$,

$$H_T=t\sum_{kq}e^{i\varphi/2}\left(c^\dagger_{k\uparrow}d_{q\uparrow}+c^\dagger_{-k\downarrow}d_{-q\downarrow}\right)+{\rm h.c.}$$

The spin-up term contributes $uu'e^{i\varphi/2}\gamma_0^\dagger\beta_0$. The spin-down term contains $vv'e^{i\varphi/2}\gamma_0\beta_0^\dagger=-vv'e^{i\varphi/2}\beta_0^\dagger\gamma_0$, whose Hermitian conjugate also multiplies $\gamma_0^\dagger\beta_0$. The transfer amplitude is therefore

$$A=t\left(uu'e^{i\varphi/2}-vv'e^{-i\varphi/2}\right).$$

Its square is

$$|A|^2=t^2\left(u^2u'^2+v^2v'^2-2uvu'v'\cos\varphi\right)$$

$$=\frac{t^2}{2}\left[1+\frac{\xi\xi'}{EE'}-\frac{\Delta_h\Delta_c}{EE'}\cos\varphi\right].$$

The same steps give the amplitude for creating one quasiparticle in each lead,

$$B=t\left(uv'e^{i\varphi/2}+vu'e^{-i\varphi/2}\right),$$

up to an overall sign for the second species. This process costs $E+E'>0$. It cannot conserve energy at zero voltage and gives no steady heat flow at this order.

For transfer, the golden rule sets $E=E'$. Let $\nu_h,\nu_c$ be the normal densities of states per spin. Each energy above a gap occurs at $\xi=\pm\sqrt{E^2-\Delta^2}$, and $|d\xi|=N\,dE$ with

$$N_j=\frac{E}{\sqrt{E^2-\Delta_j^2}},\qquad M_j=\frac{\Delta_j}{\sqrt{E^2-\Delta_j^2}} .$$

Summing over the four sign choices removes $\xi\xi'$ and multiplies the rest by four. There are two quasiparticle species, and the net occupation factor is $f_h(1-f_c)-f_c(1-f_h)=f_h-f_c$. Hence

$$q=\frac{2\pi}{\hbar}\,2\,\nu_h\nu_c\,2t^2\int_{\Delta_>}^{\infty}E\left(N_hN_c-M_hM_c\cos\varphi\right)(f_h-f_c)\,dE .$$

Here $\Delta_<$ and $\Delta_>$ are the smaller and larger gaps; both leads have states only above $\Delta_>$. The normal conductance is $1/R=4\pi e^2t^2\nu_h\nu_c/\hbar$, so the prefactor $8\pi t^2\nu_h\nu_c/\hbar$ equals $2/e^2R$. Thus $q=q_{\rm qp}-q_{\rm int}\cos\varphi$, with

$$q_{\rm qp}=\frac{2}{e^2R}\int_{\Delta_>}^{\infty}EN_hN_c(f_h-f_c)\,dE,$$

$$q_{\rm int}=\frac{2}{e^2R}\int_{\Delta_>}^{\infty}EM_hM_c(f_h-f_c)\,dE .$$

No $\sin\varphi$ term appears, because $|A|^2$ is even in $\varphi$. Since $E^2\ge\Delta_h\Delta_c$ and $f_h>f_c$, these integrals obey $q_{\rm qp}\ge q_{\rm int}\ge0$. The phase changes the size of the heat flow but does not reverse it.

For numerical work, $E=\Delta_>\cosh u$ removes the singularity at the lower limit:

$$q_{\rm qp}=\frac{2}{e^2R}\int_0^\infty\frac{E^3(f_h-f_c)}{\sqrt{E^2-\Delta_<^2}}\,du .$$

For $q_{\rm int}$, replace $E^3$ by $\Delta_h\Delta_cE$. With energies in eV, twice the integral in eV², divided by $R$ in ohms, is the heat current in watts.

An exact time evolution of two finite BCS leads tests these expressions without using the golden rule. The gaps were 0.5 and 1, the corresponding temperatures 0.4 and 0.2, and the contact transparency 0.0004, with energies in units of the larger gap. At phases $0$, $\pi/2$ and $\pi$, the evolved $e^2Rq$ was 0.1210, 0.1824 and 0.2437; the formula gives 0.1211, 0.1826 and 0.2442. A tenfold more transparent contact gave 0.2402 at phase $\pi$. The discrepancy thus shrinks as tunnelling weakens.

## Supercurrent at unequal temperatures

The junction phases follow from the supercurrent, so its sign is needed when the leads have different temperatures. Write $H_T=\mathcal A+\mathcal A^\dagger$, where $\mathcal A$ adds one electron to $h$. Then $[\mathcal A,N_h^{\rm el}]=-\mathcal A$, with $N_h^{\rm el}$ the electron number in $h$. The particle current leaving $h$ through the junction is

$$\frac{i}{\hbar}(\mathcal A-\mathcal A^\dagger)=\frac{2}{\hbar}\frac{\partial H_T}{\partial\varphi}.$$

To second order, its non-dissipative expectation is $2/\hbar$ times the phase derivative of the level shift $W$, at fixed occupations. The possible dissipative part is proportional to $u^2u'^2-v^2v'^2=\frac12(\xi/E+\xi'/E')$ and vanishes in the sum over signs of $\xi,\xi'$.

The phase-dependent part of $|B|^2$ is $+t^2\Delta_h\Delta_c\cos\varphi/(2EE')$; that of $|A|^2$ has the opposite sign. Pair creation and annihilation together carry the factor $-(1-f-f')/(E+E')$, and the two transfer directions carry $(f'-f)/(E'-E)$. Including both species,

$$W_\varphi=-t^2\cos\varphi\sum_{kq}\frac{\Delta_h\Delta_c}{EE'}\left[\frac{1-f-f'}{E+E'}+\frac{f'-f}{E'-E}\right],$$

where the singular denominator means a principal value. Put $\tau=1-2f=\tanh(E/2T_h)$ and $\tau'=1-2f'=\tanh(E'/2T_c)$. Then $1-f-f'=(\tau+\tau')/2$ and $f'-f=(\tau-\tau')/2$, so the bracket becomes

$$\frac{\tau E'}{E'^2-E^2}+\frac{\tau'E}{E^2-E'^2}.$$

In the first term the remaining integral over the other lead is

$$\mathcal P\!\int_{-\infty}^{\infty}\frac{d\xi'}{\xi'^2+\Delta_c^2-E^2}=\begin{cases}\pi/\sqrt{\Delta_c^2-E^2},&E<\Delta_c,\\0,&E>\Delta_c.\end{cases}$$

The second term has the same structure with the leads exchanged. A contribution therefore survives only for an energy of the smaller-gap lead lying below the larger gap. With $\int d\xi=2\int E\,dE/\sqrt{E^2-\Delta_<^2}$, we obtain $W_\varphi=-E_J\cos\varphi$ and

$$I_c=\frac{2e}{\hbar}E_J=\frac{\Delta_h\Delta_c}{eR}\int_{\Delta_<}^{\Delta_>}\frac{\tanh(E/2T_<)\,dE}{\sqrt{(E^2-\Delta_<^2)(\Delta_>^2-E^2)}} .$$

Here $T_<$ belongs to the smaller-gap lead, whichever lead is hotter. The substitution $E^2=\Delta_<^2\cos^2\theta+\Delta_>^2\sin^2\theta$ gives

$$I_c=\frac{\Delta_h\Delta_c}{eR}\int_0^{\pi/2}\frac{\tanh(E/2T_<)}{E}\,d\theta>0 .$$

The other temperature still acts through its gap. For equal gaps $\Delta$ and temperatures $T$, the expression reduces to $\pi\Delta\tanh(\Delta/2T)/(2eR)$.

Finite leads with the same gaps and temperatures, but a wider band, give $eRI_c=0.7595$, against 0.7601 from the formula. Exchanging the temperatures while holding the gaps fixed gives 1.0025 against 1.0031. These runs used a band cutoff of 6000 larger gaps. A cutoff of 300 lowers the first evolved value to 0.7468, so a time evolution of the supercurrent needs a wide band. The formula itself contains no cutoff.

## Why the absolute value appears

Measure both phases from $h$ to $c$. With negligible inductance, flux quantization gives $\varphi_1-\varphi_2=2\pi x$. Put $\varphi_1=s+\pi x$ and $\varphi_2=s-\pi x$. The total supercurrent is

$$I_c(\sin\varphi_1+\sin\varphi_2)=2I_c\cos(\pi x)\sin s .$$

It must vanish at zero bias, so away from half-integer $x$ we have $\sin s=0$. This leaves $\cos s=\pm1$. For capacitance $C$ and damping conductance $G>0$ per junction, current conservation gives

$$\frac{\hbar C}{2e}\ddot s+\frac{\hbar G}{2e}\dot s+I_c\cos(\pi x)\sin s=0 .$$

A small displacement from a stationary value $s_0$ has restoring coefficient $I_c\cos(\pi x)\cos s_0$. Stability requires it to be positive. Since $I_c>0$, $\cos s_0$ has the sign of $\cos\pi x$, and

$$\cos\varphi_1+\cos\varphi_2=2\cos s_0\cos\pi x=2|\cos\pi x| .$$

Adding the two heat currents gives the stated result, with $Q_{\rm qp}=2q_{\rm qp}$ and $Q_{\rm int}=2q_{\rm int}$. The cusp at half flux marks the exchange of stable branches. At that point the Josephson force on $s$ vanishes, but the interference sum is zero for every $s$.

## The aluminium example

The parameters are rough typical values: transition temperature $T_C=1.2$ K and 500 Ω per junction. The weak-coupling gap at zero temperature is $\Delta_0=\pi e^{-\gamma}k_BT_C=182.4$ µeV, where $\gamma$ is Euler's constant. At finite temperature the BCS gap equation is

$$\ln\frac{\Delta_0}{\Delta}=2\int_0^\infty\frac{f(\sqrt{\xi^2+\Delta^2})}{\sqrt{\xi^2+\Delta^2}}\,d\xi .$$

It gives $\Delta_h=167.3$ µeV and $\Delta_c=182.3$ µeV. The critical current is 0.491 µA per junction. The heat integrals, summed over both junctions, are $Q_{\rm qp}=21.13$ pW and $Q_{\rm int}=15.10$ pW. Thus

$$Q(0)=21.13-15.10=6.03\ {\rm pW},$$

$$Q(\Phi_0/4)=21.13-15.10/\sqrt2=10.45\ {\rm pW},$$

$$Q(\Phi_0/2)=21.13\ {\rm pW}.$$

For normal leads, $\int_0^\infty Ef\,dE=\pi^2T^2/12$. Two junctions then carry $\pi^2(T_h^2-T_c^2)/(3e^2R)=19.54$ pW. The superconducting integral at half flux differs in two ways: energies below 182.3 µeV are missing, and those above are weighted by $N_hN_c>1$. At threshold $N_c$ diverges, and because the gap edges are only 15.0 µeV apart, $N_h$ is also well above one there. Here the enhancement slightly outweighs the missing energies. The balance depends on $T_C$: at the same lead temperatures, $Q_{\rm qp}$ is 1.03 times the normal value for $T_C=1.3$ K and 0.98 times for 1.4 K, while the ratio of largest to smallest heat current grows to 4.1 and 4.75. At zero flux, interference removes most of the enhancement.

## The limit of equal temperatures

Let the leads be of the same material and let $T_h\to T_c$. Their gaps approach a common value $\Delta$, with $\delta=|\Delta_h-\Delta_c|$ proportional to the temperature difference. Near the gap edge,

$$EN_hN_c\simeq EM_hM_c\simeq\frac{\Delta^2}{2\sqrt{(E-\Delta_<)(E-\Delta_>)}} .$$

Integrating from $\Delta_>$ to a fixed energy $\Lambda$ above it gives

$$\int_{\Delta_>}^{\Delta_>+\Lambda}\frac{dE}{\sqrt{(E-\Delta_<)(E-\Delta_>)}}=2\operatorname{arsinh}\sqrt{\Lambda/\delta}\simeq\ln\frac{4\Lambda}{\delta}.$$

Since $f_h-f_c\simeq(T_h-T_c)\,\partial f/\partial T$, one junction has

$$\frac{q_{\rm qp}}{T_h-T_c}\simeq\frac{\Delta^2}{e^2R}\left.\frac{\partial f}{\partial T}\right|_{E=\Delta}\ln\frac1\delta+{\rm constant},$$

$$\left.\frac{\partial f}{\partial T}\right|_{E=\Delta}=\frac{\Delta}{4T^2\cosh^2(\Delta/2T)} .$$

The constant absorbs the unit of $\delta$. Near 0.7 K, reducing the difference from 1 to 0.1 mK raises the two-junction quasiparticle conductance from 234.8 to 291.2 pW/K. The increase of 56.4 pW/K agrees with the predicted 56.5 pW/K per decade.

The interference term has the same logarithm. At integer $x$, including zero flux, the two cancel, because $N_hN_c-M_hM_c\to1$ for equal gaps. At all other fluxes the lowest-order conductance diverges logarithmically, although the heat current itself tends to zero. Very close to equal temperatures, gap-edge broadening or higher-order tunnelling must be included.

## Departures from the ideal circuit

**Unequal junctions.** Let the second junction have $r$ times the conductance of the first, so that its critical current and heat current also scale by $r$. Define $Z=e^{i\varphi_1}+re^{i\varphi_2}=e^{is}(e^{i\pi x}+re^{-i\pi x})$. Zero current requires ${\rm Im}\,Z=0$, and stability requires ${\rm Re}\,Z>0$. Hence ${\rm Re}\,Z=|Z|$, and $|\cos\pi x|$ is replaced by

$$F=\frac{\sqrt{1+r^2+2r\cos2\pi x}}{1+r}.$$

For $r=0.9$, $F=0.053$ at half flux. With the total conductance held fixed and no phase noise, the heat current at half flux falls by $0.0526\times15.10=0.79$ pW, to 20.3 pW. A classical thermal average over $s$ at 0.7 K reduces this fall to about 0.52 pW.

**Loop inductance.** Let $\beta=2LI_c/\Phi_0$ and $d=(\varphi_1-\varphi_2)/2$, and let $\Phi$ now be the applied flux. The circuit energy divided by $E_J$ is

$$U=-2\cos s\cos d+\frac{2(d-\pi x)^2}{\pi\beta}.$$

Setting $\partial U/\partial d=0$ gives $d=\pi x-(\pi\beta/2)\cos s\sin d$. At half flux and $s=0$, this yields $F=\cos d\simeq\pi\beta/2$ for small $\beta$. An inductance of 20 pH gives $\beta=0.0095$ and $F=0.0149$, which lowers the heat current by about 0.22 pW without phase noise. A classical thermal average over $s$ and $d$ at 0.7 K reduces this to about 0.12 pW.

**Phase fluctuations.** In the harmonic approximation, $\langle\cos s\rangle=e^{-\langle\delta s^2\rangle/2}$. For 25 fF per junction and phase noise at 0.7 K, interference at zero flux falls by 2.3 %. If the phase moved slowly, the minimum heat current would then rise by about 0.34 pW, or 6 % of its ideal value. At zero flux it does not move slowly: the plasma quantum of $s$ is 161 µeV, against a thermal energy of 60 µeV at 0.7 K and a gap difference of 15 µeV. With $s$ treated as an undamped quantized mode in the golden rule, the elastic parts of both terms are scaled by about $e^{-\langle\delta s^2\rangle/4}$, the channels that exchange a quantum add little, and the minimum heat current falls by about 0.03 pW. Damping broadens the mode and is missing from both estimates, so 0.34 pW is a scale and not a prediction. In a 20 pH loop the mode $d$ has a quantum of 1.3 meV and stays in its ground state; it scales both terms by 0.9988 and lowers the minimum by 0.007 pW. At $x=0.45$, a classical thermal average multiplies the interference term by 0.898; the level spacing there is 62 µeV, and a quantum average of $\cos s$ gives 0.890. These averages, like the thermal averages for unequal junctions and loop inductance above, assume a slow phase and omit energy exchange between the quasiparticles and the phase motion. Fluctuations and unequal junctions round the cusp. Without fluctuations, a small inductance lowers the peak of the lowest-energy branch but leaves it sharp. A flux sweep can then follow the metastable branch slightly past half flux, where the heat current still rises towards $Q_{\rm qp}$. The ideal slope jumps from $+\pi Q_{\rm int}$ to $-\pi Q_{\rm int}$ per flux quantum at half flux, so the ideal formula should not be used there to predict the flux sensitivity.

**Damping and broadening.** A gap-edge broadening of $0.001\Delta_0$ changes $Q_{\rm qp}$ by 0.08 % and $Q_{\rm int}$ by 0.10 %. With this broadening, the quasiparticle conductance at a bias of $0.005\Delta_0/e$ is 0.808 of its normal value. The damping also has a part proportional to $\cos\varphi$, whose size without broadening is 0.74 of the normal conductance, against 0.81 for the phase-independent part. The total is therefore positive at every phase, as the stability argument requires. Other combinations of gaps and temperatures need their own check.

## Use in a real device

The chosen resistance, with an area of 0.5 µm² per junction, represents an ordinary aluminium tunnel junction. The estimated mean barrier transparency is $2.1\times10^{-6}$, while the relative gap difference is 0.082. This supports lowest-order tunnelling for the example, provided that transmission is not concentrated in a few highly transparent spots.

The assumption of fixed lead temperatures needs particular care in use. A heated island settles where all heat flows balance. For a volume of 0.1 µm³ and a rough normal-state coupling of $3\times10^8$ W m⁻³ K⁻⁵, electron-phonon loss from 0.7 K to phonons at 0.3 K would be about 5 pW, comparable with the minimum SQUID heat current. The gap reduces this loss, so the figure is a scale and not a prediction for the superconducting island. One perfectly matched photon channel would carry 0.19 pW; a mismatched circuit carries less.

To predict an island temperature, insert $Q(T_h,T_c,\Phi)$ into the complete heat balance and recompute both gaps at each trial temperature. The factor of 3.5 found here is a ratio of heat currents at fixed temperatures, not a ratio of temperature changes. The remaining numerical values are in the output below.

## Numbers as computed

```
Exact evolution of two BCS leads (energies in units of larger gap)
gaps (0.5, 1.0), temperatures (0.4, 0.2), transparency 0.0004
heat integral, phase 0.0 pi: evolution 0.1210, formula 0.1211
heat integral, phase 0.5 pi: evolution 0.1824, formula 0.1826
heat integral, phase 1.0 pi: evolution 0.2437, formula 0.2442
same at phase 1.0 pi, transparency 0.004: evolution 0.2402
e R Ic, temperatures (0.4, 0.2): evolution 0.7595, formula 0.7601
e R Ic, temperatures (0.2, 0.4): evolution 1.0025, formula 1.0031
e R Ic, temperatures (0.4, 0.2), band cutoff 300 instead of 6000: evolution 0.7468
largest deviation of settled phases from |cos|: 1.0e-04
Aluminium SQUID
transition 1.2 K, hot 0.7 K, cold 0.3 K, R 500 ohm each
gap at zero temperature: 182.4 micro-eV
gap of hot lead: 167.3 micro-eV
gap of cold lead: 182.3 micro-eV
critical current per junction: 0.491 microampere
quasiparticle part, both junctions: 21127.6 fW
interference part, both junctions: 15098.7 fW
heat current at 0.00 flux quantum: 6028.9 fW
heat current at 0.25 flux quantum: 10451.2 fW
heat current at 0.50 flux quantum: 21127.6 fW
ratio of largest to smallest heat current: 3.504
heat current with normal leads: 19544 fW
Quasiparticle heat conductance near 0.7 K, both junctions
difference 1 mK: 234794 fW/K
difference 0.1 mK: 291202 fW/K
predicted growth per decade: 56498 fW/K
Neglected effects
loop inductance 20 pH: beta 0.0095, factor at half flux 0.0149
junction ratio 0.9: factor at half flux 0.0526
capacitance 25 fF each: phase noise lowers interference at zero flux by 2.3 %
thermal phase factor at 0.45 flux quantum: 0.898
gap-edge broadening of 0.001 gap: quasiparticle part +0.08 %, interference +0.10 %
small-bias conductance over normal value: 0.808
area 0.5 square micrometre: mean barrier transparency 2.1e-06
relative gap difference of the leads: 0.082
photon heat, one perfectly matched channel: 189 fW
electron-phonon loss, normal-state scale, 0.1 cubic micrometre, 3e+08 W/(m^3 K^5): 4969 fW
```
